# Orbital-Rotation Gradient and Diagonal Preconditioning in Density-Matrix Functional Theory

In the ground state of a helium atom one natural orbital is almost full and the others are almost empty. A small model calculation described below, with four s functions and an approximate functional, gives occupations per spin of 0.996, $3.5\times10^{-3}$, $5.9\times10^{-5}$ and $8.8\times10^{-7}$. Mixing the full orbital with an empty one costs much energy. Mixing two nearly empty orbitals costs very little, yet the shapes of these orbitals are part of the answer. An optimiser that treats all rotations alike must take steps short enough for the stiff ones, and then the soft ones hardly move. The scheme derived here starts from the correct gradient, finds where the softness comes from, and removes it.

## The energy and its gradient

Take a closed-shell system with real orthonormal orbitals $\phi_p$ spanning a finite basis, occupations $0\le n_p\le1$ per spin, and hartree atomic units. A JK-only functional has the form

$$E=2\sum_p n_p h_{pp}+\sum_{pq}A_{pq}J_{pq}-\sum_{pq}B_{pq}K_{pq},$$

where $J_{pq}=(pp|qq)$, $K_{pq}=(pq|pq)$, and $A,B$ are symmetric functions of the occupations. The Müller functional has $A_{pq}=2n_pn_q$ and $B_{pq}=\sqrt{n_pn_q}$.

Orthonormality is kept by writing new orbitals as $\phi'_q=\sum_p\phi_pU_{pq}$ with $U=e^X$ and $X^T=-X$. To first order $\delta\phi_q=\sum_p\phi_pX_{pq}$. Both factors of $\phi_q$ in $h_{qq}$ vary, so

$$\delta h_{qq}=2\sum_pX_{pq}h_{pq}.$$

The variation of $\phi_q$ alone changes the two-electron integrals by

$$\delta_qJ_{qr}=2\sum_pX_{pq}(pq|rr),\qquad \delta_qK_{qr}=2\sum_pX_{pq}(pr|rq).$$

The variation of $\phi_r$ contributes equally after summation, because $A$ and $B$ are symmetric. This doubles the two-electron terms, and the one-electron term has its factor 2 from spin. All terms therefore carry a factor 4:

$$\delta E=4\sum_{pq}X_{pq}\lambda_{pq},\qquad \lambda_{pq}=\langle p|F^q|q\rangle,$$

$$F^q=n_qh+\sum_r\left(A_{qr}\hat J_r-B_{qr}\hat K_r\right),$$

with $\langle p|\hat J_r|q\rangle=(pq|rr)$ and $\langle p|\hat K_r|q\rangle=(pr|rq)$. The elements $X_{pq}$ and $X_{qp}=-X_{pq}$ are not independent. Collecting them for $p>q$ gives

$$g_{pq}=\frac{\partial E}{\partial X_{pq}}\bigg|_{X=0}=4(\lambda_{pq}-\lambda_{qp}).$$

The antisymmetric part of $\lambda$ is $\tfrac12(\lambda-\lambda^T)$, so the gradient is eight times that part.

The matrix $\lambda$ is often called the Lagrangian matrix, and the name has a direct reason. Instead of rotating, impose orthonormality by subtracting $2\sum_{pq}\epsilon_{pq}(\langle p|q\rangle-\delta_{pq})$ with symmetric $\epsilon$. For an unrestricted variation $\delta\phi_q=\sum_p\phi_pY_{pq}$ the energy changes by $4\sum Y_{pq}\lambda_{pq}$ and the constraint term by $4\sum Y_{pq}\epsilon_{pq}$. Since $Y$ is arbitrary, stationarity requires $\lambda=\epsilon$. Thus $\lambda$ is the multiplier matrix at a stationary point, and its symmetry is the stationarity condition. Elsewhere $\lambda$ is still defined, but it is not symmetric.

Each $F^q$ is a symmetric operator, so the gradient can also be written $4\langle p|F^q-F^p|q\rangle$. The operators differ from orbital to orbital. This is why diagonalising one Fock matrix, as in Hartree–Fock theory, does not in general solve the problem: $\lambda$ must become symmetric, not diagonal.

Hartree–Fock is a useful limit. For occupied $i,j$ one has $A_{ij}=2$, $B_{ij}=1$, and all $F^i$ equal the Fock operator $F$; for an empty orbital $a$, $F^a=0$. The gradient is then $4F_{ai}$ for an occupied–empty pair and zero for two occupied or two empty orbitals.

## Curvature of one rotation

The gradient tells the direction. The sensible length of a step depends on the curvature. Follow the path $\phi(t)=\phi\,e^{tX}$. Because $e^{(t+u)X}=e^{tX}e^{uX}$, the gradient formula holds at every $t$ with the current orbitals:

$$\frac{dE}{dt}=4\sum_{pq}X_{pq}\lambda_{pq}(t),\qquad \frac{d^2E}{dt^2}=4\sum_{pq}X_{pq}\dot\lambda_{pq}.$$

The second expression, as a quadratic form in $X$, defines the Hessian $H$ over the pairs $p>q$.

For its diagonal, rotate one pair: $X_{ab}=1$, $X_{ba}=-1$, so $\dot\phi_b=\phi_a$ and $\dot\phi_a=-\phi_b$. The curvature is $D_{ab}=4(\dot\lambda_{ab}-\dot\lambda_{ba})$. The product rule gives

$$\dot\lambda_{ab}=F^b_{aa}-F^b_{bb}+\langle a|\dot F^b|b\rangle,$$
$$\dot\lambda_{ba}=F^a_{aa}-F^a_{bb}+\langle b|\dot F^a|a\rangle.$$

The operators change through $\phi_a$ and $\phi_b$ alone. The density $\phi_b^2$ changes by $2\phi_a\phi_b$ and $\phi_a^2$ by the opposite amount, so the Coulomb elements between $a$ and $b$ change by $\pm2K_{ab}$. For exchange, differentiating the two inner factors of $(ab|bb)$ gives $(aa|bb)+(ab|ab)=J_{ab}+K_{ab}$, and $\hat K_a$ gives the negative. Hence

$$\langle a|\dot F^b|b\rangle=2K_{ab}(A_{bb}-A_{ab})-(J_{ab}+K_{ab})(B_{bb}-B_{ab}),$$
$$\langle b|\dot F^a|a\rangle=2K_{ab}(A_{ab}-A_{aa})-(J_{ab}+K_{ab})(B_{ab}-B_{aa}).$$

Subtracting,

$$\begin{aligned}D_{ab}=4\big[&F^b_{aa}+F^a_{bb}-F^a_{aa}-F^b_{bb}\\&+2K_{ab}(A_{aa}+A_{bb}-2A_{ab})\\&-(J_{ab}+K_{ab})(B_{aa}+B_{bb}-2B_{ab})\big].\end{aligned}$$

All of this can be built from $h_{pp}$, $J_{pq}$ and $K_{pq}$, since $F^b_{aa}=n_bh_{aa}+\sum_r(A_{br}J_{ar}-B_{br}K_{ar})$. The diagonal is therefore cheap even where the full Hessian is not. In the Hartree–Fock limit it becomes $4(F_{aa}-F_{ii}+3K_{ai}-J_{ai})$ for an occupied–empty pair.

## What goes wrong with plain descent

Suppose $A_{qr}$ and $B_{qr}$ vanish when $n_q\to0$, whatever $r$ is. If both $a$ and $b$ are weakly occupied, every term in $D_{ab}$ contains a vanishing coefficient. If $b$ is strongly occupied, $F^b_{aa}-F^b_{bb}$ and the terms with $A_{bb}$ and $B_{bb}$ survive, and $D_{ab}$ generally stays finite.

At an isolated minimum with positive definite $H$, the quadratic form of $H$ on a unit vector lies between the smallest and largest eigenvalues. Applied to the coordinate directions, this gives for the condition number

$$\kappa(H)\ge\frac{D_{\max}}{D_{\min}}.$$

So small occupations force ill conditioning once there are at least two weak orbitals. With one weak orbital there is no weak–weak pair, and this mechanism is absent.

How small is the soft curvature? First hold the orbitals fixed and take $B_{pq}=(n_pn_q)^\alpha$ with $\tfrac12\le\alpha<1$ and $A_{pq}=2n_pn_q$. For weak $a,b$ the leading part of $F^b_{aa}$ is $-n_b^\alpha k_a$, where $k_a=\sum_r n_r^\alpha K_{ar}$ runs over strong orbitals. The four $F$ terms give

$$D_{ab}\simeq4(n_a^\alpha-n_b^\alpha)(k_a-k_b).$$

If all weak occupations are proportional to $\varepsilon$, the curvature scales as $\varepsilon^\alpha$ unless $k_a=k_b$ or $n_a=n_b$. The one-electron and Coulomb terms are of order $\varepsilon$, smaller by $\varepsilon^{1-\alpha}$.

Evaluating $D_{ab}$ for an arbitrary fixed set of orbitals at $\varepsilon=10^{-14}$ and $10^{-16}$ gives mean exponents 0.500 for $\alpha=0.5$ and 0.706 for $\alpha=0.7$. For $\alpha=0.7$ write $D_{ab}\propto\varepsilon^{0.7}(1+c\,\varepsilon^{0.3})$, where $c$ is the ratio of the order-$\varepsilon$ coefficient to the leading one. Between the two values of $\varepsilon$ the factor $\varepsilon^{0.3}$ falls from $6.3\times10^{-5}$ to $1.6\times10^{-5}$, so the fitted exponent exceeds 0.7 by about $10^{-5}c$. A mean excess of 0.006 therefore means that $c$ is several hundred or more in at least one pair of this set of orbitals. For such a pair the correction $c\,\varepsilon^{0.3}$ still exceeds 1 at $\varepsilon=10^{-6}$, so the leading law describes only much smaller occupations. The strong–weak exponent is zero to four decimals in both cases.

## Optimised occupations change the estimate

The estimate $\sqrt n$ for the Müller functional treats $k_a$ as independent of $n_a$. At a joint minimum in orbitals and occupations it is not. Put $s_p=\sqrt{n_p}$ and define

$$f=h+2\sum_rn_r\hat J_r,\qquad k_a=\sum_rs_rK_{ar},$$

where $k_a$ now includes all orbitals. With the particle number fixed by a multiplier $\mu$, an occupation strictly between 0 and 1 obeys $\partial E/\partial n_a=2\mu$. Since $\partial s_a/\partial n_a=1/(2s_a)$,

$$2f_{aa}-\frac{k_a}{s_a}=2\mu,\qquad\text{hence}\qquad k_a=2s_a(f_{aa}-\mu).$$

The exchange sum is itself proportional to $s_a$. Insert this, with $F^b_{aa}=n_bf_{aa}-s_bk_a$, into the $F$ terms of $D_{ab}$. Writing $u_a=f_{aa}-\mu$, they become

$$(n_b-n_a)(u_a-u_b)+2(s_a-s_b)(s_au_a-s_bu_b).$$

Here $\mu$ has cancelled from $f_{aa}-f_{bb}$. The coefficient of $u_a$ is $n_b-n_a+2n_a-2s_as_b=(s_a-s_b)^2$, and that of $u_b$ is the same. The remaining combinations are

$$A_{aa}+A_{bb}-2A_{ab}=2(n_a-n_b)^2,$$
$$B_{aa}+B_{bb}-2B_{ab}=(s_a-s_b)^2.$$

Since $n_a-n_b=(s_a-s_b)(s_a+s_b)$, the whole curvature factorises:

$$D_{ab}=(s_a-s_b)^2M_{ab,ab},$$
$$M_{ab,ab}=4(u_a+u_b)+16(s_a+s_b)^2K_{ab}-4(J_{ab}+K_{ab}).$$

The factor $M_{ab,ab}$ does not vanish merely because the occupations do. Weak–weak curvature is thus of order $n$ times $M_{ab,ab}$, while mixing a nearly full with a nearly empty orbital has a curvature close to its $M$. When the values of $M$ are alike, the ratio of soft to stiff curvature is of order $n$. This does not mean that the curvature is smaller than the fixed-orbital estimate. Since $s_ak_a=2n_au_a$, the exchange term kept in that estimate and the order-$n$ terms dropped from it both scale as $n$ at the joint minimum, so the latter may not be neglected.

## The full Hessian has the same structure

Scaling the diagonal would be of little use if the off-diagonal elements spoiled the result. For the Müller functional, at a joint minimum with every occupation strictly between 0 and 1, the occupation factors separate from the off-diagonal elements as well. Consider two electrons and the matrix $P=\gamma^{1/2}$, where $\gamma$ is the density matrix per spin. Its eigenvalues are $s_p$ and $\mathrm{Tr}\,P^2=1$. The energy is a smooth function of $P$,

$$\begin{aligned}E={}&2\,\mathrm{Tr}\,hP^2+2\sum_{ijkl}(P^2)_{ij}(P^2)_{kl}(ij|kl)\\&-\sum_{ijkl}P_{ij}P_{kl}(ik|jl).\end{aligned}$$

Let $L=E-2\mu(\mathrm{Tr}\,P^2-1)$. If every $s_p$ lies strictly between 0 and 1, $P$ may move in any symmetric direction, subject to its norm, so $\nabla L=0$ at the minimum.

A rotation changes $P$, in the orbital basis, to $e^{tX}s\,e^{-tX}$. This keeps $\mathrm{Tr}\,P^2$ fixed, so $E$ and $L$ have the same second derivative along the path:

$$\frac{d^2E}{dt^2}=L''[\dot P,\dot P]+\nabla L\cdot\ddot P=L''[\dot P,\dot P].$$

At $t=0$, $\dot P=Xs-sX$, or $\dot P_{pq}=(s_q-s_p)X_{pq}$. Let $M$ be the matrix of second derivatives of $L$ along the symmetric directions that have 1 in positions $pq$ and $qp$. Then

$$H=TMT,\qquad T=\mathrm{diag}(s_q-s_p).$$

The explicit factors that make $H$ soft sit in the diagonal matrix $T$.

The same stationarity gives $\lambda$. Varying $E$ along a symmetric $Q$ gives $\mathrm{Tr}(GQ)$ with $G=2(fP+Pf)-2\mathcal K$ and $\mathcal K_{pq}=\sum_rs_r(pr|rq)$. For $p\ne q$, $G_{pq}=0$ means $\mathcal K_{pq}=(s_p+s_q)f_{pq}$, so

$$\lambda_{pq}=s_q^2f_{pq}-s_q\mathcal K_{pq}=-s_ps_qf_{pq}.$$

This is symmetric, as required, and nonzero wherever $f_{pq}$ is.

## The repaired scheme

Rescale the rotations as $X=D^{-1/2}y$, with $D$ the diagonal of $H$. In the variables $y$ the gradient is $D^{-1/2}g$ and the Hessian is $\tilde H=D^{-1/2}HD^{-1/2}$. A descent step $y=-\tau D^{-1/2}g$ reads, in the original variables,

$$X_{pq}=-\tau\,\frac{g_{pq}}{D_{pq}}.$$

The Hessian $H$ remains ill conditioned; what changes is the matrix that governs convergence. Write $k,l$ for pairs and $t_k$ for the elements of $T$. Since $D_k=t_k^2M_{kk}$,

$$\tilde H_{kl}=\mathrm{sgn}(t_kt_l)\,\frac{M_{kl}}{\sqrt{M_{kk}M_{ll}}}.$$

The magnitudes of the occupation factors have cancelled. The signs amount to reversing some coordinates and leave the eigenvalues unchanged.

A bound follows for $m$ pairs. The matrix $\tilde H$ is positive with unit diagonal, so its largest eigenvalue is at most its trace, $m$. For a unit vector $v$, put $w_k=\mathrm{sgn}(t_k)v_k/\sqrt{M_{kk}}$. Then

$$v^T\tilde Hv=w^TMw\ge\lambda_{\min}(M)\,|w|^2\ge\frac{\lambda_{\min}(M)}{\max_kM_{kk}}\ge\frac1{\kappa(M)}.$$

Therefore $\kappa(\tilde H)\le m\,\kappa(M)$. Small occupations do no harm as long as $M$ itself is well conditioned.

One iteration forms $\lambda$, $g$ and $D$ from the current orbitals, sets $X_{pq}=-\tau g_{pq}/|D_{pq}|$, and multiplies the orbitals by $e^X$. The modulus is needed because $D$ may be negative away from a minimum. Three conditions limit the scheme.

- If $s_a=s_b$, the Müller energy does not change under their mixing. Both $g_{ab}$ and $D_{ab}$ vanish at the joint minimum, and the pair must be left out.
- If an occupation is pinned at 1, or the occupations are not optimised, $\nabla L\neq0$ and the factorisation fails. For other JK functionals the softness argument holds under its stated condition, but this proof of the cure does not.
- An error $\theta$ in a strong–weak rotation $l$ produces a gradient $H_{kl}\theta$ in a weak–weak rotation $k$. Division by $D_k$ gives a step of order $|t_l/t_k|\,\theta$ when $M_{kl}$ is comparable with $M_{kk}$. Far from the minimum this can be large, so a limit on the step length is a sensible precaution.

## Helium in numbers

The example uses the Müller functional for helium with four s-type Gaussians, exponents 0.4, 1.6, 6.4 and 25.6 bohr$^{-2}$. Angular correlation, further basis functions and relativity are left out, and the functional is approximate. The energy was minimised over $P$ by a quasi-Newton method followed by Newton steps, without using the orbital gradient. It is $-2.863$ hartree, with $\mu=-0.384$ hartree. These numbers belong to this basis and are not converged. Ten s functions (exponents $0.1\times2.2^k$) give $-2.880$ hartree, $\mu=-0.421$ hartree and $n_2=5.5\times10^{-3}$. The aug-cc-pVQZ basis gives $-2.916$ hartree, $\mu=-0.439$ hartree, $n_1=0.984$, $n_2=6.0\times10^{-3}$ and three equal p occupations of $2.5\times10^{-3}$, whose mutual rotations are of the kind that must be left out. Full configuration interaction in that basis gives 0.992, $3.8\times10^{-3}$ and three times $1.3\times10^{-3}$.

At this minimum the largest element of $|\lambda-\lambda^T|$ is $4\times10^{-15}$ hartree, while $\lambda_{21}=0.019$ hartree. The matrix is symmetric but not diagonal.

Now rotate orbitals 1 and 2 by $X_{21}=+0.1$ rad, with the orbital signs chosen so that $\lambda_{21}>0$ at the minimum. Then $\lambda_{21}=0.2917$ and $\lambda_{12}=0.0174$ hartree, and the gradient is

$$4(0.2917-0.0174)=1.097\ \text{hartree/rad}.$$

A central difference of the energy gives the same value. The curvature at the minimum, $D_{21}=11.11$ hartree, predicts $11.11\times0.1=1.11$, so the energy is still nearly quadratic at this angle.

The stiffest and softest single rotations are

$$D_{41}=(0.9973)^2\times200.5=199.4\ \text{hartree},$$
$$D_{43}=(0.00674)^2\times237.7=0.0108\ \text{hartree}.$$

The two values of $M$ are similar; the occupation factors make the difference. The ratio is $1.85\times10^4$, close to the full $\kappa(H)=1.87\times10^4$. By contrast $\kappa(M)=22.3$, and diagonal scaling gives $\kappa(\tilde H)=2.32$, well below the bound $6\times22.3=134$. So small a value is a property of this sparse basis. With 6, 8 and 10 more closely spaced s functions, $\kappa(M)$ rises to about 120, 370 and 740 and $\kappa(\tilde H)$ to 6.7, 15 and 43, while $\kappa(H)$ reaches $1\times10^6$, $3\times10^7$ and $2\times10^8$. The scaling removes the occupation factors, not the couplings in $M$. In the two largest of these bases the top eigenvalue of $\tilde H$ exceeds 2, so $\tau$ must be below 1.

The softness matters little for the energy: an error of 0.1 rad between orbitals 3 and 4 costs about $\tfrac12\times0.0108\times0.1^2=5\times10^{-5}$ hartree. It matters when the orbitals themselves are wanted.

In descent with a fixed step, an eigenmode of curvature $\eta$ is multiplied by $1-\tau\eta$ per step. The best $\tau$ makes the extreme modes shrink equally, $\tau=2/(\eta_{\min}+\eta_{\max})$, with factor $(\kappa-1)/(\kappa+1)$. All other modes shrink faster. For plain descent, 2000 steps should leave in the two extreme modes the fraction

$$\left(\frac{\kappa-1}{\kappa+1}\right)^{2000}\simeq e^{-4000/18740}=0.81.$$

With the occupations held at their optimised values and a start of $10^{-5}$ rad in each of the six rotations, the largest orbital error after 2000 plain steps was $8.1\times10^{-6}$, in agreement. Other signs of the six starting rotations project differently on the stiffest mode and leave between about $8.0\times10^{-6}$ and $9.0\times10^{-6}$. With the preconditioner the factor is $1.32/3.32=0.40$ per step, and after the same number of steps the error was $2\times10^{-15}$, the level of rounding. The ratio $|t_{41}/t_{43}|=0.9973/0.00674\approx150$ would allow a large amplification of strong–weak errors, but it is not realised here. The preconditioned step in pair (4,3) is only about 1.3 times an error in pair (4,1), because the coupling $M_{kl}$ of these two pairs is about a hundredth of $M_{kk}$. Without any step limit, the preconditioned iteration also reaches rounding level from a start of 0.1 rad in each rotation.

## Letting the occupations shrink

Two-electron ions of growing nuclear charge $Z$ offer a controlled limit. Measured in lengths proportional to $1/Z$, one-electron energies scale as $Z^2$ and repulsion integrals as $Z$. For large $Z$, $s_1\to1$, and the occupation condition becomes $K_{1a}\simeq2s_a(f_{aa}-\mu)$. Hence $s_a\propto1/Z$ and $n_a\propto1/Z^2$. Since $M$ scales as $Z^2$, stiff curvatures grow as $Z^2$ while soft ones approach constants, and $\kappa(H)\propto Z^2$.

The same calculation, with the exponents scaled by $Z^2$, gives:

| $Z$ | $n_4$ | $\kappa(H)$ | $\kappa(M)$ | $\kappa(\tilde H)$ |
|---|---|---|---|---|
| 2 | $8.8\times10^{-7}$ | $1.87\times10^4$ | 22.3 | 2.32 |
| 4 | $2.4\times10^{-7}$ | $7.58\times10^4$ | 25.6 | 2.57 |
| 8 | $6.3\times10^{-8}$ | $3.12\times10^5$ | 26.9 | 2.76 |
| 16 | $1.6\times10^{-8}$ | $1.28\times10^6$ | 27.4 | 2.88 |

From $Z=8$ to 16, $\kappa(H)$ grows by a factor 4.10, against the limiting factor 4, while the three weak occupations fall by factors between 3.9 and 4.3. Over the whole series $\kappa(H)$ rises nearly seventyfold. The scaled condition number rises from 2.3 to 2.9, following the mild change in $M$ rather than the collapse of the occupations.
